\section*{Dipole Tensor of Two Gaussian Charge Clouds and Its C6 Damping}

\section*{Setting}

When the finite speed of light is neglected, the dispersion energy of two well-separated ground-state atoms falls off as $-C_6/R^6$. This form comes from the interaction of point dipoles and diverges when $R\to0$. Here the point dipoles are replaced by dipoles spread over Gaussian clouds, and the consequences are worked out.

The algebra is in atomic units. Atom $a$ sits at $\mathbf R_a$ and atom $b$ at $\mathbf R_b$, with $\mathbf R=\mathbf R_b-\mathbf R_a$, $R=|\mathbf R|$ and $\mathbf n=\mathbf R/R$. A normalized cloud of width $s$ has the density
\begin{equation}
\rho_s(\mathbf r)=\frac{e^{-r^2/s^2}}{\pi^{3/2}s^3}. \label{cloud}
\end{equation}
The two widths are $\sigma_a$ and $\sigma_b$, and we write $\sigma^2=\sigma_a^2+\sigma_b^2$ and $x=R/\sigma$.

\section*{(a) Two charged clouds}

\textbf{Question.} Each cloud carries unit charge. Show that their Coulomb energy is $v(R)=\operatorname{erf}(R/\sigma)/R$.

\textbf{Solution.} Place cloud $a$ at the origin and cloud $b$ at $\mathbf R$. Let $\mathbf s$ be the vector from a point $\mathbf r$ of cloud $a$ to a point of cloud $b$. Then
\begin{equation}
v(R)=\int\frac{P(\mathbf s)}{s}\,d^3s,\qquad
P(\mathbf s)=\int\rho_{\sigma_a}(\mathbf r)\,\rho_{\sigma_b}(\mathbf r-\mathbf d)\,d^3r,\qquad \mathbf d=\mathbf R-\mathbf s .
\end{equation}
Completing the square in the exponent gives
\begin{equation}
\frac{r^2}{\sigma_a^2}+\frac{|\mathbf r-\mathbf d|^2}{\sigma_b^2}
=\frac{\sigma^2}{\sigma_a^2\sigma_b^2}\left|\mathbf r-\frac{\sigma_a^2}{\sigma^2}\mathbf d\right|^2+\frac{d^2}{\sigma^2}.
\end{equation}
The integral over $\mathbf r$ equals $\pi^{3/2}(\sigma_a\sigma_b/\sigma)^3e^{-d^2/\sigma^2}$. Division by the normalization $\pi^3\sigma_a^3\sigma_b^3$ leaves $P(\mathbf s)=\rho_\sigma(\mathbf R-\mathbf s)$. Thus $v(R)$ is the potential at distance $R$ from the centre of one cloud of width $\sigma$.

By Gauss's law $v'(R)=-g/R^2$, where $g$ is the charge inside radius $R$. With $t=r/\sigma$ and one integration by parts,
\begin{equation}
g(x)=\frac{4}{\sqrt\pi}\int_0^x t^2e^{-t^2}dt
=\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2}. \label{g}
\end{equation}
The derivative of the proposed result is
\begin{equation}
\frac{d}{dR}\frac{\operatorname{erf}(R/\sigma)}{R}
=\frac{2}{\sqrt\pi\,\sigma R}e^{-x^2}-\frac{\operatorname{erf}x}{R^2}=-\frac{g}{R^2}.
\end{equation}
It has the same derivative as $v$, and both functions vanish at infinity, so they are equal.

\section*{(b) Two dipolar clouds}

\textbf{Question.} A small displacement of a charged cloud against a fixed, opposite cloud creates a dipole $\boldsymbol\mu$ with density $-\boldsymbol\mu\cdot\nabla\rho_s$. Write the energy of two such dipoles as $U=\sum_{ij}\mu_{a,i}T_{ij}\mu_{b,j}$ and find $T_{ij}$.

\textbf{Solution.} The density depends on $\mathbf r-\mathbf R_a$, so a derivative with respect to $\mathbf r$ is minus a derivative with respect to $\mathbf R_a$:
\begin{equation}
-\boldsymbol\mu_a\cdot\nabla_{\mathbf r}\,\rho_{\sigma_a}(\mathbf r-\mathbf R_a)
=+\boldsymbol\mu_a\cdot\nabla_{\mathbf R_a}\,\rho_{\sigma_a}(\mathbf r-\mathbf R_a).
\end{equation}
The same holds for $b$. The derivatives with respect to the centres can be taken outside the Coulomb integral, which is then the $v$ of part (a):
\begin{equation}
U=(\boldsymbol\mu_a\cdot\nabla_{\mathbf R_a})(\boldsymbol\mu_b\cdot\nabla_{\mathbf R_b})\,v(|\mathbf R_b-\mathbf R_a|).
\end{equation}
Since $\nabla_{\mathbf R_b}=\nabla_{\mathbf R}$ and $\nabla_{\mathbf R_a}=-\nabla_{\mathbf R}$,
\begin{equation}
T_{ij}=-\partial_i\partial_j v(R).
\end{equation}
For a radial function $\partial_iv=v'n_i$ and $\partial_jn_i=(\delta_{ij}-n_in_j)/R$. Therefore
\begin{equation}
T_{ij}=-\frac{v'}{R}(\delta_{ij}-n_in_j)-v''n_in_j .
\end{equation}
From $v'=-g/R^2$ and $g'(x)=(4/\sqrt\pi)x^2e^{-x^2}$,
\begin{equation}
v''=\frac{2g}{R^3}-\frac{g'(x)}{\sigma R^2}
=\frac{2g}{R^3}-\frac{4}{\sqrt\pi}\frac{e^{-x^2}}{\sigma^3}.
\end{equation}
The tensor thus has one component across $\mathbf n$ and one along it:
\begin{align}
T_{ij}&=T_\perp(\delta_{ij}-n_in_j)+T_\parallel n_in_j, \label{T}\\
T_\perp&=\frac{g}{R^3},\qquad
T_\parallel=-\frac{2g}{R^3}+\frac{4}{\sqrt\pi}\frac{e^{-x^2}}{\sigma^3}=-\frac{2h}{R^3}, \label{comp}\\
h(x)&=g(x)-\frac{2x^3}{\sqrt\pi}e^{-x^2}. \label{h}
\end{align}
An equivalent form is
\begin{equation}
T_{ij}=\frac{g}{R^3}(\delta_{ij}-3n_in_j)+\frac{4}{\sqrt\pi}\frac{e^{-x^2}}{\sigma^3}n_in_j .
\end{equation}
For $R\gg\sigma$ both $g$ and $h$ tend to 1, and the point-dipole tensor $(\delta_{ij}-3n_in_j)/R^3$ returns. At shorter range the two components are damped by different functions, so the damped tensor is not the bare tensor times a scalar.

\section*{(c) Coincident centres}

\textbf{Question.} What happens to $T_{ij}$ as $R\to0$? Does either component change sign as $R$ grows?

\textbf{Solution.} Expanding the integrand of \eqref{g} gives
\begin{equation}
g=\frac{4}{\sqrt\pi}\left(\frac{x^3}{3}-\frac{x^5}{5}+\dots\right).
\end{equation}
With $R^3=\sigma^3x^3$, the components \eqref{comp} become
\begin{align}
T_\perp&=\frac{4}{\sqrt\pi\,\sigma^3}\left(\frac13-\frac{x^2}{5}+\dots\right)
=T_0\left(1-\frac{3x^2}{5}+\dots\right),\\
T_\parallel&=\frac{4}{\sqrt\pi\,\sigma^3}\left(-\frac23+\frac{2x^2}{5}+1-x^2+\dots\right)
=T_0\left(1-\frac{9x^2}{5}+\dots\right),
\end{align}
where
\begin{equation}
T_0=\frac{4}{3\sqrt\pi\,\sigma^3}. \label{T0}
\end{equation}
The two components share one limit, so $T_{ij}(0)=T_0\delta_{ij}$. It is finite and does not depend on the direction of approach. Its positive sign means that two parallel dipoles with coincident clouds have positive energy. The force vanishes at $R=0$, but both components decrease with $x$, so this point is an energy maximum and any small displacement pushes the clouds apart.

The last term of $T_\parallel$ in \eqref{comp} is essential here. Without it, the limit would be $T_0(\delta_{ij}-3n_in_j)$, which is finite but depends on the direction from which $R=0$ is reached.

The component $T_\perp$ is positive at every $R$, because $g$ is an enclosed positive charge. The component $T_\parallel$ starts at $+T_0$ and ends as $-2/R^3$, so it must change sign. Differentiating \eqref{h},
\begin{equation}
h'=\frac{2}{\sqrt\pi}e^{-x^2}\left(2x^2-3x^2+2x^4\right)
=\frac{2x^2}{\sqrt\pi}e^{-x^2}(2x^2-1). \label{hp}
\end{equation}
Hence $h$ falls from 0 until $x=1/\sqrt2$ and then rises to 1, so it crosses zero once. Numerically the crossing lies at $x=0.968$. Two parallel dipoles pointing along $\mathbf n$ have negative energy beyond this distance and positive energy within it. The force does not reverse here: at the crossing $h=0$ and $h'>0$, so $dT_\parallel/dR=-2h'/(\sigma R^3)<0$ and the dipoles still repel. They attract only beyond the minimum of $T_\parallel$, which lies at a larger distance.

\section*{(d) The dispersion energy}

\textbf{Question.} Two atoms with spherical, nondegenerate ground states interact through $V=\sum_{ij}\hat\mu_{a,i}T_{ij}\hat\mu_{b,j}$. Find the factor $f$ in the second-order energy $E=-f\,C_6/R^6$.

\textbf{Solution.} This $V$ keeps dipole transitions only, neglects electron exchange between the atoms, and gives all transitions of one atom the same width. These are assumptions of the model.

A spherical ground state has no dipole moment. The first-order energy therefore vanishes, and so do second-order terms in which only one atom is excited. With excitation energies $\epsilon_n$ and $\epsilon_m$,
\begin{equation}
E=-\sum_{n,m}\frac{\bigl|\sum_{ij}\langle0|\hat\mu_{a,i}|n\rangle T_{ij}\langle0|\hat\mu_{b,j}|m\rangle\bigr|^2}{\epsilon_n+\epsilon_m}.
\end{equation}
Collect the degenerate states of one level into a shell $N$. The sum over a full shell is unchanged by rotations, so it must be proportional to $\delta_{ik}$:
\begin{equation}
\sum_{n\in N}\langle0|\hat\mu_i|n\rangle\langle n|\hat\mu_k|0\rangle=\frac{D_N^2}{3}\delta_{ik},
\qquad D_N^2=\sum_{n\in N}|\langle0|\hat{\boldsymbol\mu}|n\rangle|^2 .
\end{equation}
The factor $1/3$ follows from taking the trace. Using this for both atoms,
\begin{equation}
E=-\frac19\sum_{N,M}\frac{D_N^2D_M^2}{\epsilon_N+\epsilon_M}\sum_{ij}T_{ij}^2 .
\end{equation}
Because $T$ is symmetric, $\sum_{ij}T_{ij}^2=\operatorname{Tr}T^2$. The bare tensor has eigenvalues $1,1,-2$ in units of $R^{-3}$, hence $\operatorname{Tr}T^2=6/R^6$ and
\begin{equation}
C_6=\frac23\sum_{N,M}\frac{D_N^2D_M^2}{\epsilon_N+\epsilon_M},\qquad
E=-\frac{C_6}{6}\operatorname{Tr}T^2 . \label{E}
\end{equation}
The damped tensor has eigenvalues $g,g,-2h$ in the same units, so
\begin{equation}
f=\frac{R^6}{6}\operatorname{Tr}T^2=\frac{2g^2+4h^2}{6}=\frac{g^2+2h^2}{3}. \label{f}
\end{equation}
If the widths differed from one transition to another, each pair of shells would have its own $f$. The damping would then stay inside the sum and could not be factored from $C_6$.

\section*{(e) Behaviour of the damping function}

\textbf{Question.} Find the limits of $E$ at small $R$ and of $f$ at large $R$, and show that $f$ increases steadily.

\textbf{Solution.} \emph{Small $R$.} The expansions of part (c) give
\begin{equation}
\operatorname{Tr}T^2=T_0^2\left[2\left(1-\frac{6x^2}{5}\right)+1-\frac{18x^2}{5}+\dots\right]=3T_0^2(1-2x^2+\dots).
\end{equation}
With $T_0^2=16/(9\pi\sigma^6)$, equation \eqref{E} becomes
\begin{equation}
E=-\frac{8C_6}{9\pi\sigma^6}(1-2x^2+\dots),\qquad f\to\frac{8x^6}{9\pi}. \label{small}
\end{equation}
The energy is finite and the dispersion force vanishes at $R=0$.

\emph{Large $R$.} Let $p=(2x^3/\sqrt\pi)e^{-x^2}$, so that $h=g-p$ and $1-h=(1-g)+p$. To first order in the small quantities $1-g$ and $1-h$,
\begin{equation}
1-f\approx\tfrac23(1-g)+\tfrac43(1-h)=2(1-g)+\tfrac43p .
\end{equation}
Here $1-g\approx(2x/\sqrt\pi)e^{-x^2}$ is smaller than $p$ by a factor $x^2$. Hence
\begin{equation}
1-f\to\frac{8x^3}{3\sqrt\pi}e^{-x^2}.
\end{equation}
This falls faster than any power of $1/R$, so the damping leaves the long-range law intact.

\emph{Monotonic growth.} Inserting $g'$ and \eqref{hp} in $f'=(2gg'+4hh')/3$ gives
\begin{equation}
f'=\frac{8x^2}{3\sqrt\pi}e^{-x^2}\left[g+(2x^2-1)h\right]. \label{fp}
\end{equation}
With $h=g-p$ the bracket is $2x^2g-(2x^2-1)p$. A lower bound on $g$ follows from two integrations by parts, each of which raises the power of $t$:
\begin{equation}
\int_0^xt^2e^{-t^2}dt=e^{-x^2}\left(\frac{x^3}{3}+\frac{2x^5}{15}\right)+\frac{4}{15}\int_0^xt^6e^{-t^2}dt .
\end{equation}
The last integral is positive. Multiplication by $4/\sqrt\pi$ therefore gives $g>p\,(2/3+4x^2/15)$ for $x>0$, and the bracket in \eqref{fp} exceeds
\begin{equation}
p\left(1-\frac{2x^2}{3}+\frac{8x^4}{15}\right)
=p\left[\frac{8}{15}\left(x^2-\frac58\right)^2+\frac{19}{24}\right]>0 .
\end{equation}
So $f$ rises monotonically from 0 to 1. That $|E|$ also falls steadily with distance was checked numerically, on a grid from $x=0.05$ to $x=5$.

\section*{(f) Two model oscillators}

\textbf{Question.} Each atom is an isotropic charged oscillator. The polarizability volumes are $\alpha_a=2.0$ and $\alpha_b=1.5$ \AA$^3$, the excitation energies $\omega_a=16$ and $\omega_b=12$ eV, and the widths $\sigma_a=1.2$ and $\sigma_b=0.9$ \AA. Find $C_6$, the damped energy at $R=0$ and at 2 \AA, and the condition for the coupled pair to be stable. How good is second order?

\textbf{Solution.} An oscillator has one dipole-allowed shell, reached from its ground state at energy $\omega$. Its static polarizability is $\alpha=2D^2/(3\omega)$, so $D^2=3\alpha\omega/2$. Equation \eqref{E} then gives
\begin{equation}
C_6=\frac32\frac{\alpha_a\alpha_b\,\omega_a\omega_b}{\omega_a+\omega_b}
=\frac{1.5\times3.0\times192}{28}=30.86\ \text{eV\,\AA}^6,
\end{equation}
or 51.6 atomic units. The combined width is $\sigma=\sqrt{1.44+0.81}=1.5$ \AA, and \eqref{T0} gives $T_0=0.2229$ \AA$^{-3}$. At coincidence, by \eqref{small},
\begin{equation}
E(0)=-\frac{8\times30.86}{9\pi\times1.5^6}=-0.766\ \text{eV},
\end{equation}
or $-0.0282$ hartree. At $R=2$ \AA, $x=1.333$, $g=0.6864$ and $h=0.2343$, so
\begin{equation}
f=\frac{0.4711+2\times0.0549}{3}=0.194,\qquad
E=-0.194\times\frac{30.86}{64}=-0.093\ \text{eV}.
\end{equation}
Using $g^2=0.47$ as the damping function would more than double this energy.

For the oscillators the dipole coupling can also be treated without perturbation theory. This tests second order within the coupling that is bilinear in the displacements, not the bilinear form itself. The zero-point displacements are not small: $q^2\langle d^2\rangle=D^2/3=\alpha\omega/2$ per axis gives root-mean-square values of 1.05 and 0.79 \AA\ for a unit charge, comparable to the widths. Let $t$ be an eigenvalue of $T$. In mass-weighted coordinates a charge $q$ of mass $m$ enters through $q/\sqrt m=\omega\sqrt\alpha$, since $\alpha=q^2/(m\omega^2)$. Along each principal axis the squared frequencies are the eigenvalues of
\begin{equation}
\begin{pmatrix}\omega_a^2&\omega_a\omega_b\,\kappa\\ \omega_a\omega_b\,\kappa&\omega_b^2\end{pmatrix},\qquad
\kappa=\sqrt{\alpha_a\alpha_b}\,t .
\end{equation}
The determinant is $\omega_a^2\omega_b^2(1-\kappa^2)$. Both frequencies are real and nonzero only if $|\kappa|<1$. At $R=0$ this requires
\begin{equation}
\sqrt{\alpha_a\alpha_b}\,T_0<1 .
\end{equation}
A finite tensor therefore does not by itself guarantee stability: clouds that are too narrow for their polarizabilities violate this condition. Here the left side is 0.386. No other distance is more demanding. Putting $t=xu$ in \eqref{g} gives $T_\perp=\frac{4}{\sqrt\pi\,\sigma^3}\int_0^1u^2e^{-x^2u^2}du\le T_0$. The bound $|T_\parallel|<T_0$ was checked numerically on a grid from $x=0.05$ to $x=5$. Below that range it follows from the expansion of part (c), and above it from $0<h<1$, which gives $|T_\parallel|<2/R^3$. With this bilinear coupling the pair is therefore stable at every distance.

The two frequencies satisfy $(\Omega_1+\Omega_2)^2=\Omega_1^2+\Omega_2^2+2\Omega_1\Omega_2$. The trace and determinant supply the right side, and the change in zero-point energy per axis is
\begin{equation}
\Delta=\frac12\left[\sqrt{\omega_a^2+\omega_b^2+2\omega_a\omega_b\sqrt{1-\kappa^2}}-\omega_a-\omega_b\right].
\end{equation}
At $R=0$ all three axes have $\kappa=0.386$, which gives $3\Delta=\tfrac32(27.463-28)=-0.805$ eV. The second-order value is weaker by about 5\% of this energy. Results at other distances are:

\begin{center}
\begin{tabular}{ccccc}
$R$ (\AA) & $f$ & damped & undamped & diagonalized\\
\hline
1.0 & 0.011 & $-0.341$ & $-30.9$ & $-0.350$\\
1.5 & 0.061 & $-0.165$ & $-2.71$ & $-0.168$\\
2.0 & 0.194 & $-0.0934$ & $-0.482$ & $-0.0939$\\
3.0 & 0.718 & $-0.0304$ & $-0.0423$ & $-0.0305$
\end{tabular}
\end{center}

Energies are in eV. By 2 \AA\ the second-order error is about 0.6\% of the diagonalized energy. At 4 \AA\ $f=0.972$, so damping removes about 3\% of the undamped energy.

The sign change of $T_\parallel$ lies at 1.45 \AA. Close to it, at 1.5 \AA, $T_\parallel=-0.0074$ and $T_\perp=0.1267$ \AA$^{-3}$. Since $E$ is proportional to $2T_\perp^2+T_\parallel^2$, nearly all the second-order energy there comes from fluctuations across the axis. At large distance the weights are $2$ and $4$, and fluctuations along the axis supply two thirds.

All these values describe the dipole model alone. Where real atoms overlap, exchange and charge penetration also contribute, so $E(0)$ is not a prediction of their total interaction energy. Higher multipoles matter even where $f$ is close to 1. Take oscillators with these $\alpha$ and $\omega$ whose ground-state densities have the widths $\sigma_a$ and $\sigma_b$ (charge $1.24\,e$), coupled by the full Coulomb interaction. The term with one quantum on each atom is the damped energy above, but higher double excitations add more than half again at 4 \AA\ and about 20\% at 6 \AA. The numerical check checks the tensor by integrating over the charge densities and the damped energy by diagonalization.

\section*{Calculated quantities}
\begin{verbatim}
width of cloud a = 1.20 angstrom
width of cloud b = 0.90 angstrom
combined width sigma = 1.5000 angstrom
polarizability volume a = 2.00 angstrom^3
polarizability volume b = 1.50 angstrom^3
excitation energy a = 16.0 eV
excitation energy b = 12.0 eV
C6 = 30.8571 eV angstrom^6
C6 converted = 51.641 hartree bohr^6
T(0) from formula = 0.222890 angstrom^-3
T(0) from density quadrature = 0.222890 angstrom^-3
sqrt(alpha_a alpha_b) T(0) = 0.3861 (no unit)
T_par changes sign at x = 0.96786 (no unit)
T_par changes sign at R = 1.4518 angstrom
damped energy at R=0 = -0.76649 eV
damped energy at R=0 converted = -0.028168 hartree
diagonalized energy at R=0 = -0.80511 eV
R = 1.0 angstrom: x = 0.6667, g = 0.17189, h = -0.04248, f = 0.01105
  T_perp = 0.171892 angstrom^-3, T_par = 0.084954 angstrom^-3
  energies in eV: damped -0.341027, undamped -30.857143, diagonalized -0.350076
R = 1.5 angstrom: x = 1.0000, g = 0.42759, h = 0.01249, f = 0.06105
  T_perp = 0.126694 angstrom^-3, T_par = -0.007399 angstrom^-3
  energies in eV: damped -0.165382, undamped -2.708995, diagonalized -0.167921
R = 2.0 angstrom: x = 1.3333, g = 0.68637, h = 0.23432, f = 0.19364
  T_perp = 0.085797 angstrom^-3, T_par = -0.058579 angstrom^-3
  energies in eV: damped -0.093361, undamped -0.482143, diagonalized -0.093945
R = 3.0 angstrom: x = 2.0000, g = 0.95399, h = 0.78865, f = 0.71801
  T_perp = 0.035333 angstrom^-3, T_par = -0.058419 angstrom^-3
  energies in eV: damped -0.030392, undamped -0.042328, diagonalized -0.030463
R = 4.0 angstrom: x = 2.6667, g = 0.99738, h = 0.97992, f = 0.97176
  T_perp = 0.015584 angstrom^-3, T_par = -0.030623 angstrom^-3
  energies in eV: damped -0.007321, undamped -0.007533, diagonalized -0.007325
R = 5.0 angstrom: x = 3.3333, g = 0.99994, h = 0.99932, f = 0.99905
  T_perp = 0.008000 angstrom^-3, T_par = -0.015989 angstrom^-3
  energies in eV: damped -0.001973, undamped -0.001975, diagonalized -0.001973
\end{verbatim}
